# Mass Cancellation in the Fowler–Nordheim Prefactor with Conserved Transverse Momentum: test program

```python
"""
Result under test: zero-temperature Fowler-Nordheim current with conserved
transverse wave vector, isotropic oxide band and unit WKB prefactor,
    J = q^3 F^2 / (16 pi^2 hbar phi) * exp(-b),
whose prefactor contains neither the electrode mass nor the oxide mass.
Symbols: phi  barrier above the Fermi level (eV)
         F    field times electron charge (eV/nm); 1 MV/cm = 0.1 eV/nm
         mu   Fermi level above the electrode band bottom (eV)
         m_el, m_ox  electrode and oxide masses (free-electron masses)
         b    WKB action at the Fermi level for zero transverse wave vector
         d    energy over which the transmission falls by a factor e (eV)
The reference current is a sum over electrode k-space with the tunnelling
action integrated numerically along the path.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.special import gamma, gammaincc, airy, expit

Q = sc.e
HBAR = sc.hbar / Q                                # eV s
C2 = sc.hbar**2 / (2 * sc.m_e) / Q * 1e18         # hbar^2/(2 m0), eV nm^2
TO_A_CM2 = Q * 1e14                               # electrons/(nm^2 s) -> A/cm^2


def unit_nodes(n):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (x + 1), 0.5 * w


def decay_energy(phi, F, m_ox):
    return F / (2 * np.sqrt(m_ox * phi / C2))


def action_fermi(phi, F, m_ox):
    return 4 * np.sqrt(m_ox / C2) * phi**1.5 / (3 * F)


def leading_current(phi, F, m_ox):
    prefactor = F**2 / (16 * np.pi**2 * HBAR * phi)
    return TO_A_CM2 * prefactor * np.exp(-action_fermi(phi, F, m_ox))


def upper_gamma(a, x):
    return gamma(a) * gammaincc(a, x)


def full_current(phi, F, m_ox):
    """Ample electrode states, curved action kept in full."""
    b = action_fermi(phi, F, m_ox)
    integral = phi**2 * (2 / 3) * (b**(-4 / 3) * upper_gamma(4 / 3, b)
                                   - b**(-2 / 3) * upper_gamma(2 / 3, b))
    return TO_A_CM2 * m_ox / (4 * np.pi**2 * HBAR * C2) * integral


def direct_current(phi, F, mu, m_el, m_ox, m_transverse=None):
    """Sum of velocity times transmission over the filled Fermi sphere."""
    m_tr = m_ox if m_transverse is None else m_transverse
    g, w = unit_nodes(160)
    v, u = g[:, None], g[None, :]
    k_fermi = np.sqrt(mu * m_el / C2)
    theta = 0.5 * np.pi * v**2
    kt = k_fermi * np.sin(theta)
    kx = k_fermi * np.cos(theta) * (1 - u**3)
    area = (k_fermi * np.cos(theta))**2 * np.pi * v * 3 * u**2
    weight = area * w[:, None] * w[None, :]
    energy_below = mu - C2 * (kx**2 + kt**2) / m_el
    x_turn = (phi + energy_below + C2 * kt**2 / m_tr) / F
    action = np.zeros_like(kx)
    for p, wp in zip(*unit_nodes(12)):
        x = x_turn * (1 - p**2)
        kappa2 = (m_ox / C2 * (phi + energy_below - F * x)
                  + m_ox / m_tr * kt**2)
        action += 2 * np.sqrt(np.maximum(kappa2, 0)) * x_turn * 2 * p * wp
    velocity = 2 * C2 * kx / (m_el * HBAR)
    total = np.sum(weight * 2 * np.pi * kt * velocity * np.exp(-action))
    return TO_A_CM2 * 2 / (2 * np.pi)**3 * total


def supply_factor(mu, d, r):
    """Finite electrode depth, linearised action; r = m_el/m_ox."""
    a = mu / d
    if abs(r - 1) < 1e-9:
        return 1 - (1 + a) * np.exp(-a)
    return 1 - (np.exp(-r * a) - r * np.exp(-a)) / (1 - r)


def thermal_current(phi, F, m_ox, kT):
    """Fermi-weighted energy integral, ample transverse states."""
    b, d = action_fermi(phi, F, m_ox), decay_energy(phi, F, m_ox)
    low, high = -40 * d, min(0.6 * phi, 40 * d)
    g, w = unit_nodes(500)
    E = low + (high - low) * g
    transverse = phi * (2 / 3) * b**(-2 / 3) * upper_gamma(
        2 / 3, b * (1 - E / phi)**1.5)
    total = (high - low) * np.sum(w * expit(-E / kT) * transverse)
    return TO_A_CM2 * m_ox / (4 * np.pi**2 * HBAR * C2) * total


def thermal_factor(kT, d):
    return (np.pi * kT / d) / np.sin(np.pi * kT / d)


def airy_transmission(phi, F, mu, m_el, m_ox):
    """Exact transmission at the Fermi level, normal incidence."""
    ell = (C2 / (m_ox * F))**(1 / 3)
    ai, aip, bi, bip = airy(phi / (F * ell))
    k = np.sqrt(mu * m_el / C2)
    psi, slope = bi + 1j * ai, -(bip + 1j * aip) / ell
    incident = 0.5 * (psi + m_el * slope / (1j * k * m_ox))
    return m_el / (m_ox * ell * np.pi * k) / abs(incident)**2


def interface_factor(phi, mu, m_el, m_ox):
    v_el, v_ox = np.sqrt(mu / m_el), np.sqrt(phi / m_ox)
    return 4 * v_el * v_ox / (v_el**2 + v_ox**2)


def image_action(phi, F, m_ox, strength):
    """Action with the potential -strength/x added (strength in eV nm)."""
    root = np.sqrt(phi**2 - 4 * F * strength)
    x1, x2 = (phi - root) / (2 * F), (phi + root) / (2 * F)
    g, w = unit_nodes(400)
    angle = np.pi * g
    x = 0.5 * (x1 + x2) - 0.5 * (x2 - x1) * np.cos(angle)
    barrier = np.maximum(phi - F * x - strength / x, 0)
    step = 0.5 * (x2 - x1) * np.sin(angle) * np.pi
    return 2 * np.sum(w * step * np.sqrt(m_ox * barrier / C2))


# Example: aluminium gate on Al2O3, rough typical values
phi, m_ox, m_el, mu = 2.9, 0.4, 1.0, 12.0
field_MV, thickness = 6.0, 10.0
F = 0.1 * field_MV
d, b = decay_energy(phi, F, m_ox), action_fermi(phi, F, m_ox)
J_lead, J_full = leading_current(phi, F, m_ox), full_current(phi, F, m_ox)
J_direct = direct_current(phi, F, mu, m_el, m_ox)

# k-space sum against the closed form, for many pairs of masses
worst_full = 0.0
for me in (0.5, 1.0, 2.0):
    for mo in (0.2, 0.4, 0.8):
        ratio = direct_current(phi, F, mu, me, mo) / full_current(phi, F, mo)
        worst_full = max(worst_full, abs(ratio - 1))
assert worst_full < 1e-6

# approach to the mass-free prefactor, with its first two corrections
for test_field in (0.1, 0.2, 0.3):
    delta = decay_energy(phi, test_field, m_ox) / phi
    ratio = (direct_current(phi, test_field, mu, m_el, m_ox)
             / leading_current(phi, test_field, m_ox))
    series = 1 - 1.5 * delta + 4.75 * delta**2
    assert abs(ratio - series) < 30 * delta**3

# finite electrode depth; the neglected curvature is at most 1.5 d/phi
phi_t, d_t = 20.0, 0.04
F_t = 2 * d_t * np.sqrt(m_ox * phi_t / C2)
worst_supply = 0.0
for depth in (0.03, 0.3, 1.0, 4.0):
    for r in (0.3, 1.0, 3.0):
        ratio = (direct_current(phi_t, F_t, depth * d_t, r * m_ox, m_ox)
                 / leading_current(phi_t, F_t, m_ox))
        error = abs(ratio / supply_factor(depth * d_t, d_t, r) - 1)
        worst_supply = max(worst_supply, error)
assert worst_supply < 2 * d_t / phi_t
shallow_limit = 3.0 * 0.01**2 / 2
shallow_sum = (direct_current(phi_t, F_t, 0.01 * d_t, 3 * m_ox, m_ox)
               / leading_current(phi_t, F_t, m_ox))
assert abs(shallow_sum / shallow_limit - 1) < 0.03

# unequal transverse and tunnelling masses in the oxide
for m_tr in (0.2, 0.8, 1.0):
    ratio = direct_current(phi, F, mu, m_el, m_ox, m_tr) / J_full
    assert abs(ratio / (m_tr / m_ox) - 1) < 1e-6
J_electrode_mass = direct_current(phi, F, mu, m_el, m_ox, m_el)

# temperature factor, on a barrier where the action is nearly linear
for c in (0.1, 0.3, 0.5):
    ratio = (thermal_current(phi_t, F_t, m_ox, c * d_t)
             / full_current(phi_t, F_t, m_ox))
    assert abs(ratio / thermal_factor(c * d_t, d_t) - 1) < 5 * d_t / phi_t

# interface matching factor against the Airy solution
for test_field in (0.2, 0.4, F):
    for me in (0.5, 1.0, 2.0):
        b_test = action_fermi(phi, test_field, m_ox)
        exact = (airy_transmission(phi, test_field, mu, me, m_ox)
                 * np.exp(b_test))
        assert abs(exact / interface_factor(phi, mu, me, m_ox) - 1) < 1 / b_test
match_exact = airy_transmission(phi, F, mu, m_el, m_ox) * np.exp(b)

# neglected effects, sized for the example
kT = sc.k * 300 / Q
heat_full = thermal_current(phi, F, m_ox, kT) / J_full
eps_optical, eps_static, gap, breakdown_MV = 3.0, 9.0, 6.5, 8.0
coulomb = Q / (16 * np.pi * sc.epsilon_0) * 1e9   # eV nm
assert abs(image_action(phi, F, m_ox, 1e-6) / b - 1) < 1e-4
b_image = image_action(phi, F, m_ox, coulomb / eps_optical)
b_twoband = 2 / F * np.sqrt(m_ox / C2) * quad(
    lambda e: np.sqrt(e * (1 - e / gap)), 0, phi)[0]
assert b_image < b and b_twoband < b
trap_density = 1e12                               # electrons per cm^2
dF = 0.5 * Q * trap_density * 1e4 / (eps_static * sc.epsilon_0) * 1e-9
assert phi / (F - dF) < 0.5 * thickness
trap_ratio = full_current(phi, F - dF, m_ox) / J_full
s_cut = F * thickness - phi


def s_weight(s):
    return s * np.exp(-b * ((1 + s / phi)**1.5 - 1))


tail = (quad(s_weight, s_cut, s_cut + 1, epsabs=0)[0]
        / quad(s_weight, 0, 40 * d, epsabs=0)[0])
assert tail < 1e-10

print(f"barrier phi = {phi:.2f} eV; oxide mass = {m_ox:.2f} m0")
print(f"electrode mass = {m_el:.2f} m0; Fermi depth mu = {mu:.1f} eV")
print(f"field = {field_MV:.1f} MV/cm; film thickness = {thickness:.1f} nm")
print(f"tunnelling distance phi/(qF) = {phi / F:.3f} nm")
print(f"decay energy d = {d:.5f} eV; d/phi = {d / phi:.5f}")
print(f"action b = {b:.3f}; exp(-b) = {np.exp(-b):.4e}")
print(f"mu/d = {mu / d:.1f}; m_el mu/(m_ox d) = {m_el * mu / (m_ox * d):.1f}")
print(f"electrode transverse energy m_ox d/m_el = {m_ox * d / m_el:.5f} eV")
print(f"q^3/(16 pi^2 hbar) = {Q / (16 * np.pi**2 * HBAR):.4e} A eV/V^2")
print(f"prefactor of exp(-b) = {J_lead * np.exp(b):.4e} A/cm^2")
print(f"J, mass-free leading formula = {J_lead:.4e} A/cm^2")
print(f"J, closed form with full action = {J_full:.4e} A/cm^2")
print(f"J, k-space sum = {J_direct:.4e} A/cm^2")
print(f"full/leading = {J_full / J_lead:.5f}")
print(f"series 1-1.5x+4.75x^2, x=d/phi: "
      f"{1 - 1.5 * d / phi + 4.75 * (d / phi)**2:.5f}")
print(f"largest relative error, sum vs closed form = {worst_full:.1e}")
for me in (0.5, 1.0, 2.0):
    value = direct_current(phi, F, mu, me, m_ox) / J_lead
    print(f"electrode mass {me:.1f} m0: k-space sum/leading = {value:.5f}")
for mo in (0.2, 0.4, 0.8):
    value = direct_current(phi, F, mu, m_el, mo) / leading_current(phi, F, mo)
    print(f"oxide mass {mo:.1f} m0: b = {action_fermi(phi, F, mo):.3f}, "
          f"k-space sum/leading = {value:.5f}")
print(f"electrode mass used for transverse motion in oxide: "
      f"J/J_full = {J_electrode_mass / J_full:.4f}")
mu_s = 0.05
print(f"shallow model electrode: mu = {mu_s:.2f} eV, mu/d = {mu_s / d:.3f}")
for me in (0.3, 0.6):
    value = direct_current(phi, F, mu_s, me, m_ox) / J_lead
    print(f"  mass {me:.1f} m0: S = {supply_factor(mu_s, d, me / m_ox):.4f}, "
          f"k-space sum/leading = {value:.4f}")
print(f"largest relative error of S in its test = {worst_supply:.1e}")
print(f"300 K: kT = {kT:.5f} eV, kT/d = {kT / d:.4f}")
print(f"300 K: J/J(0 K) full action = {heat_full:.4f}, "
      f"linear formula = {thermal_factor(kT, d):.4f}")
print(f"interface factor: Airy = {match_exact:.4f}, "
      f"velocity formula = {interface_factor(phi, mu, m_el, m_ox):.4f}")
print(f"image force, rough optical permittivity {eps_optical:.1f}: "
      f"b = {b_image:.3f}, exponential gain = {np.exp(b - b_image):.2f}")
print(f"two-band oxide, rough gap {gap:.1f} eV, same edge mass: "
      f"b = {b_twoband:.3f}, gain = {np.exp(b - b_twoband):.1f}")
print(f"trapped electrons {trap_density:.0e} cm^-2 at mid-film, "
      f"rough static permittivity {eps_static:.1f}:")
print(f"  cathode field drop = {10 * dF:.4f} MV/cm, J ratio = {trap_ratio:.4f}")
print(f"current share with turning point beyond film = {tail:.1e}")
print(f"field/rough breakdown field of {breakdown_MV:.0f} MV/cm = "
      f"{field_MV / breakdown_MV:.2f}")
print("every check passed")
```

It prints:

```
barrier phi = 2.90 eV; oxide mass = 0.40 m0
electrode mass = 1.00 m0; Fermi depth mu = 12.0 eV
field = 6.0 MV/cm; film thickness = 10.0 nm
tunnelling distance phi/(qF) = 4.833 nm
decay energy d = 0.05437 eV; d/phi = 0.01875
action b = 35.559; exp(-b) = 3.6041e-16
mu/d = 220.7; m_el mu/(m_ox d) = 551.8
electrode transverse energy m_ox d/m_el = 0.02175 eV
q^3/(16 pi^2 hbar) = 1.5414e-06 A eV/V^2
prefactor of exp(-b) = 1.9135e+07 A/cm^2
J, mass-free leading formula = 6.8965e-09 A/cm^2
J, closed form with full action = 6.7131e-09 A/cm^2
J, k-space sum = 6.7131e-09 A/cm^2
full/leading = 0.97341
series 1-1.5x+4.75x^2, x=d/phi: 0.97355
largest relative error, sum vs closed form = 4.5e-13
electrode mass 0.5 m0: k-space sum/leading = 0.97341
electrode mass 1.0 m0: k-space sum/leading = 0.97341
electrode mass 2.0 m0: k-space sum/leading = 0.97341
oxide mass 0.2 m0: b = 25.144, k-space sum/leading = 0.96321
oxide mass 0.4 m0: b = 35.559, k-space sum/leading = 0.97341
oxide mass 0.8 m0: b = 50.288, k-space sum/leading = 0.98090
electrode mass used for transverse motion in oxide: J/J_full = 2.5000
shallow model electrode: mu = 0.05 eV, mu/d = 0.920
  mass 0.3 m0: S = 0.1891, k-space sum/leading = 0.1889
  mass 0.6 m0: S = 0.3074, k-space sum/leading = 0.3066
largest relative error of S in its test = 2.5e-03
300 K: kT = 0.02585 eV, kT/d = 0.4755
300 K: J/J(0 K) full action = 1.5084, linear formula = 1.4982
interface factor: Airy = 1.9366, velocity formula = 1.9382
image force, rough optical permittivity 3.0: b = 33.608, exponential gain = 7.04
two-band oxide, rough gap 6.5 eV, same edge mass: b = 30.334, gain = 185.9
trapped electrons 1e+12 cm^-2 at mid-film, rough static permittivity 9.0:
  cathode field drop = 0.1005 MV/cm, J ratio = 0.5277
current share with turning point beyond film = 1.3e-29
field/rough breakdown field of 8 MV/cm = 0.75
every check passed
```
